# The in-plane stress of a (001) silicon film under biaxial strain: a program that tests the result

```python
"""
Result under test: a (001) film of a cubic crystal with equal in-plane strains e
and a load-free top face carries the in-plane stress s = M e, where
M = C11 + C12 - 2 C12^2 / C11. For silicon and e = 0.01, s is near 1.8 GPa.

C11, C12, C44 : cubic elastic constants (GPa), rough values for silicon
e             : in-plane elastic strain; tension and extension are positive
Film axes     : x and y in the plane, z along the surface normal
Strains are 3x3 tensors, so a shear component is half the engineering shear.
The tests minimise the elastic energy numerically and differentiate it.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

C11, C12, C44 = 166.0, 64.0, 80.0             # GPa, rough
C111, C112, C123 = -800.0, -450.0, -70.0      # GPa, rough third-order constants
e = 0.01
thickness = 6.0                               # nm
lattice = 0.543                               # nm, rough
surface_stress = 1.0                          # N/m, rough, one free face
softening_per_kelvin = 1.0e-4                 # fractional, rough
heating = 100.0                               # K
constant_error = 2.0                          # GPa, assumed for C11 and C12


def energy_density(film_strain, axes):
    """Cubic elastic energy density; rows of axes are film axes in the crystal."""
    t = axes.T @ film_strain @ axes
    n = np.diag(t)
    return (0.5 * C11 * np.sum(n**2)
            + C12 * (n[0] * n[1] + n[1] * n[2] + n[2] * n[0])
            + 2 * C44 * (t[0, 1]**2 + t[1, 2]**2 + t[2, 0]**2))


def minimise_quadratic(function, size):
    """Minimum of a quadratic function, found from its values alone."""
    unit = np.eye(size)
    origin = function(np.zeros(size))
    single = [function(v) for v in unit]
    gradient = np.array([(single[i] - function(-unit[i])) / 2
                         for i in range(size)])
    hessian = np.array([[function(unit[i] + unit[j]) - single[i] - single[j]
                         + origin for j in range(size)] for i in range(size)])
    assert np.all(np.linalg.eigvalsh(hessian) > 0)
    return np.linalg.solve(hessian, -gradient)


def relax(fixed_strain, free_components, axes):
    """Minimise the energy over the listed strain components."""
    def fill(values):
        strain = fixed_strain.copy()
        for (i, j), value in zip(free_components, values):
            strain[i, j] = strain[j, i] = value
        return strain
    best = minimise_quadratic(lambda v: energy_density(fill(v), axes),
                              len(free_components))
    return fill(best)


def stress_tensor(strain, axes, step=1e-3):
    """Stress as the numerical derivative of the energy density."""
    stress = np.zeros((3, 3))
    for i in range(3):
        for j in range(3):
            change = np.zeros((3, 3))
            change[i, j] += step / 2
            change[j, i] += step / 2
            stress[i, j] = (energy_density(strain + change, axes)
                            - energy_density(strain - change, axes)) / (2 * step)
    return stress


def biaxial_modulus(c11, c12):
    return c11 + c12 - 2 * c12**2 / c11


def rotated_001(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, s, 0.0], [-s, c, 0.0], [0.0, 0.0, 1.0]])


# Free film: only the components involving the normal can relax.
M = biaxial_modulus(C11, C12)
stress = M * e
thickness_strain = -2 * C12 / C11 * e
in_plane = np.diag([e, e, 0.0])
normal_components = [(2, 2), (0, 2), (1, 2)]
cube_axes = np.eye(3)
film_strain = relax(in_plane, normal_components, cube_axes)
for angle in np.radians([0.0, 17.0, 45.0]):
    axes = rotated_001(angle)
    strain = relax(in_plane, normal_components, axes)
    assert np.isclose(strain[2, 2], thickness_strain, rtol=1e-9)
    assert np.allclose(stress_tensor(strain, axes),
                       np.diag([stress, stress, 0.0]), atol=1e-9)
assert np.isclose(M, (C11 - C12) * (C11 + 2 * C12) / C11, rtol=1e-12)
assert abs(stress - 1.8) < 0.05

# Layers on a fixed base: does a free top face relax the entire thickness?
layer_heights = thickness * np.array([0.1, 0.15, 0.2, 0.25, 0.3])


def stack_strains(displacements):
    nodes = np.vstack([np.zeros(3), displacements.reshape(-1, 3)])
    slopes = np.diff(nodes, axis=0) / layer_heights[:, None]
    strains = []
    for slope in slopes:
        strain = in_plane.copy()
        strain[2, 2] = slope[2]
        strain[0, 2] = strain[2, 0] = slope[0] / 2
        strain[1, 2] = strain[2, 1] = slope[1] / 2
        strains.append(strain)
    return strains


def stack_energy(displacements):
    return sum(h * energy_density(t, cube_axes)
               for h, t in zip(layer_heights, stack_strains(displacements)))


stack = stack_strains(minimise_quadratic(stack_energy, 3 * len(layer_heights)))
for layer in stack:
    assert np.allclose(layer, film_strain, atol=1e-10)
    assert np.allclose(stress_tensor(layer, cube_axes)[2], 0.0, atol=1e-8)

# Fixed thickness, another surface, and uniaxial loading.
clamped_stress = stress_tensor(in_plane, cube_axes)[0, 0]
assert np.isclose(clamped_stress, (C11 + C12) * e, rtol=1e-9)
assert clamped_stress > stress
axes_111 = np.array([[1, -1, 0], [1, 1, -2], [1, 1, 1]], float)
axes_111 /= np.linalg.norm(axes_111, axis=1)[:, None]
strain_111 = relax(in_plane, normal_components, axes_111)
stress_111 = stress_tensor(strain_111, axes_111)[0, 0]
assert abs(stress_111 / stress - 1) > 0.1

uniaxial = []
for angle in (0.0, np.pi / 4):
    axes = rotated_001(angle)
    strain = relax(np.diag([e, 0.0, 0.0]),
                   [(1, 1), (2, 2), (0, 1), (0, 2), (1, 2)], axes)
    young = stress_tensor(strain, axes)[0, 0] / e
    poisson = -strain[1, 1] / e
    assert np.isclose(young / (1 - poisson), M, rtol=1e-9)
    uniaxial.append((young, poisson))

# Stored energy: direct energy of the relaxed strain against M e^2.
stored = energy_density(film_strain, cube_axes)
assert np.isclose(stored, M * e**2, rtol=1e-9)
gpa_to_ev_per_a3 = 1e9 * 1e-30 / constants.e
hartree = constants.physical_constants["Hartree energy"][0]
bohr = constants.physical_constants["Bohr radius"][0]
gpa_to_atomic = 1e9 * bohr**3 / hartree
atom_volume = (10 * lattice)**3 / 8            # cubic angstrom
energy_per_atom = stored * gpa_to_ev_per_a3 * atom_volume


# Finite stretches with third-order elasticity; true stress is per current area.
def nonlinear_energy(stretches):
    a, b, c = (np.array(stretches)**2 - 1) / 2
    return (C11 / 2 * (a*a + b*b + c*c) + C12 * (a*b + b*c + c*a)
            + C111 / 6 * (a**3 + b**3 + c**3)
            + C112 / 2 * (a*a*(b + c) + b*b*(a + c) + c*c*(a + b))
            + C123 * a * b * c)


def stretch_derivative(stretches, direction, step=1e-5):
    shift = np.zeros(3)
    shift[direction] = step
    return (nonlinear_energy(stretches + shift)
            - nonlinear_energy(stretches - shift)) / (2 * step)


def nonlinear_stress(strain):
    side = 1 + strain
    height = brentq(lambda z: stretch_derivative(np.array([side, side, z]), 2),
                    1 - 2 * abs(strain), 1 + 2 * abs(strain), xtol=1e-14)
    return stretch_derivative(np.array([side, side, height]), 0) / (side * height)


assert np.isclose(nonlinear_stress(1e-4) / 1e-4, M, rtol=1e-3)
tension, compression = nonlinear_stress(e), nonlinear_stress(-e)
assert abs(tension / stress - 1) < 0.1
assert abs(compression / -stress - 1) < 0.1

# Effect of errors in the elastic constants, taking every sign combination.
varied = [biaxial_modulus(C11 + i * constant_error, C12 + j * constant_error) * e
          for i in (-1, 1) for j in (-1, 1)]

# Rough dislocation scale. The line runs along [110] on a (-1 1 1) slip plane.
burgers = lattice / 2 * np.array([1.0, 0.0, 1.0])
burgers_length = np.linalg.norm(burgers)
edge_part = abs(burgers @ np.array([1.0, -1.0, 0.0])) / np.sqrt(2)
slip_normal = np.array([-1.0, 1.0, 1.0]) / np.sqrt(3)
slip_area = thickness / np.sqrt(1 - slip_normal[2]**2)
slip_work = abs(slip_normal @ np.diag([stress, stress, 0]) @ burgers) * slip_area
assert np.isclose(slip_work, stress * thickness * edge_part, rtol=1e-12)


def line_energy(height):
    return C44 * burgers_length**2 / (4 * np.pi) * np.log(height / burgers_length)


integrated_line = quad(lambda r: 0.5 * C44 * (burgers_length / (2*np.pi*r))**2
                       * 2 * np.pi * r, burgers_length, thickness)[0]
assert np.isclose(integrated_line, line_energy(thickness), rtol=1e-8)
critical = brentq(lambda h: stress * h * edge_part - line_energy(h),
                  np.e * burgers_length, 1000.0)
assert critical > thickness

print(f"C11 (rough input): {C11:.0f} GPa")
print(f"C12 (rough input): {C12:.0f} GPa")
print(f"C44 (rough input): {C44:.0f} GPa")
print(f"in-plane strain: {100*e:.2f} percent")
print(f"film thickness: {thickness:.1f} nm")
print(f"lattice constant (rough input): {lattice:.3f} nm")
print(f"C12/C11: {C12/C11:.4f}")
print(f"C11 + C12: {C11+C12:.1f} GPa")
print(f"free-surface reduction 2 C12^2/C11: {2*C12**2/C11:.2f} GPa")
print(f"biaxial modulus M: {M:.2f} GPa")
print(f"thickness strain, formula: {100*thickness_strain:.4f} percent")
print(f"thickness strain, minimised: {100*film_strain[2,2]:.4f} percent")
print(f"in-plane stress, formula: {stress:.4f} GPa")
numeric_stress = stress_tensor(film_strain, cube_axes)[0, 0]
print(f"in-plane stress, from energy: {numeric_stress:.4f} GPa")
print(f"in-plane stress: {stress*gpa_to_ev_per_a3:.5f} eV/angstrom^3")
print(f"in-plane stress: {stress*gpa_to_atomic:.3e} hartree/bohr^3")
print(f"force per width: {stress*thickness:.2f} N/m")
print(f"stored energy density: {1000*stored:.2f} MJ/m^3")
print(f"volume per atom: {atom_volume:.2f} angstrom^3")
print(f"stored energy per atom: {energy_per_atom:.5f} eV")
print(f"stress at fixed thickness: {clamped_stress:.3f} GPa")
print(f"stress in a (111) film: {stress_111:.3f} GPa")
for name, (young, poisson) in zip(("[100]", "[110]"), uniaxial):
    print(f"Young modulus {name}: {young:.2f} GPa")
    print(f"in-plane Poisson ratio {name}: {poisson:.4f}")
    print(f"E/(1-nu) {name}: {young/(1-poisson):.2f} GPa")
    print(f"uniaxial stress at 1 percent {name}: {young*e:.3f} GPa")
print(f"third-order C111 (rough input): {C111:.0f} GPa")
print(f"third-order C112 (rough input): {C112:.0f} GPa")
print(f"third-order C123 (rough input): {C123:.0f} GPa")
print(f"nonlinear stress, tension: {tension:.3f} GPa")
print(f"nonlinear change, tension: {100*(tension/stress-1):.2f} percent")
print(f"nonlinear stress, compression: {compression:.3f} GPa")
print(f"nonlinear size change, compr.: {100*(-compression/stress-1):.2f} percent")
print(f"assumed error in C11 and C12: {constant_error:.1f} GPa")
print(f"stress range from that error: {min(varied):.3f} to {max(varied):.3f} GPa")
print(f"softening (rough input): {softening_per_kelvin:.1e} per K")
print(f"heating: {heating:.0f} K")
print(f"stress loss on heating: {stress*softening_per_kelvin*heating:.3f} GPa")
print(f"surface stress (rough input): {surface_stress:.1f} N/m")
print(f"surface load / thickness: {surface_stress/thickness:.3f} GPa")
print(f"surface load / film load: {100*surface_stress/(stress*thickness):.1f} percent")
print(f"Burgers vector length: {burgers_length:.3f} nm")
print(f"misfit-relieving edge part: {edge_part:.3f} nm")
print(f"rough dislocation thickness: {critical:.1f} nm")
print("every check passed")
```

Running it gives:

```
C11 (rough input): 166 GPa
C12 (rough input): 64 GPa
C44 (rough input): 80 GPa
in-plane strain: 1.00 percent
film thickness: 6.0 nm
lattice constant (rough input): 0.543 nm
C12/C11: 0.3855
C11 + C12: 230.0 GPa
free-surface reduction 2 C12^2/C11: 49.35 GPa
biaxial modulus M: 180.65 GPa
thickness strain, formula: -0.7711 percent
thickness strain, minimised: -0.7711 percent
in-plane stress, formula: 1.8065 GPa
in-plane stress, from energy: 1.8065 GPa
in-plane stress: 0.01128 eV/angstrom^3
in-plane stress: 6.140e-05 hartree/bohr^3
force per width: 10.84 N/m
stored energy density: 18.07 MJ/m^3
volume per atom: 20.01 angstrom^3
stored energy per atom: 0.00226 eV
stress at fixed thickness: 2.300 GPa
stress in a (111) film: 2.298 GPa
Young modulus [100]: 130.38 GPa
in-plane Poisson ratio [100]: 0.2783
E/(1-nu) [100]: 180.65 GPa
uniaxial stress at 1 percent [100]: 1.304 GPa
Young modulus [110]: 169.70 GPa
in-plane Poisson ratio [110]: 0.0606
E/(1-nu) [110]: 180.65 GPa
uniaxial stress at 1 percent [110]: 1.697 GPa
third-order C111 (rough input): -800 GPa
third-order C112 (rough input): -450 GPa
third-order C123 (rough input): -70 GPa
nonlinear stress, tension: 1.750 GPa
nonlinear change, tension: -3.13 percent
nonlinear stress, compression: -1.861 GPa
nonlinear size change, compr.: 3.00 percent
assumed error in C11 and C12: 2.0 GPa
stress range from that error: 1.769 to 1.842 GPa
softening (rough input): 1.0e-04 per K
heating: 100 K
stress loss on heating: 0.018 GPa
surface stress (rough input): 1.0 N/m
surface load / thickness: 0.167 GPa
surface load / film load: 9.2 percent
Burgers vector length: 0.384 nm
misfit-relieving edge part: 0.192 nm
rough dislocation thickness: 8.3 nm
every check passed
```
